# Temperature Drift of a Silicon Flexural Beam: Keeping the Mass Fixed: a numerical check

```python
"""
Result under test: a stress-free silicon beam of fixed mass, vibrating in
flexure, has the frequency drift  (1/f) df/dT = (a_E + alpha)/2,
about -30 ppm/K for a_E = -63 ppm/K and alpha = 2.6 ppm/K.
  f      resonance frequency          E      Young modulus along the beam
  a_E    (1/E) dE/dT                  alpha  (1/L) dL/dT, isotropic
  L,b,t  length, width, thickness     dT     heating above the reference
Frequencies come from a finite-element beam eigenproblem; the derived
formulas are compared with them. SI units inside, ppm and um in the output.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from numpy.polynomial import legendre

PPM = 1e-6
a_E, alpha = -63 * PPM, 2.6 * PPM           # given coefficients, 1/K
L0, b0, t0 = 200e-6, 10e-6, 2e-6            # chosen dimensions, m
E0, rho0, G0 = 170e9, 2300.0, 80e9          # rough silicon values
T_start, T_end = 25.0, 85.0                 # Celsius
heating = T_end - T_start
E_curvature = -0.05 * PPM                   # rough, 1/K^2
alpha_slope = 0.01 * PPM                    # rough, 1/K^2
oxide_d, oxide_E, oxide_a = 2e-9, 70e9, 200 * PPM   # rough oxide film
mismatch = 0.1 * PPM                        # chosen frame minus beam, 1/K
shear_factor = 5 / 6                        # rectangular cross-section


def beam_frequency(length, stiffness, line_mass, both_clamped=False,
                   axial_force=0.0, mode=0, elements=12):
    """Euler-Bernoulli beam, cubic elements, unknowns (w, h*slope)."""
    h = length / elements
    k_bend = stiffness / h**3 * np.array(
        [[12, 6, -12, 6], [6, 4, -6, 2], [-12, -6, 12, -6], [6, 2, -6, 4]])
    k_axial = axial_force / (30 * h) * np.array(
        [[36, 3, -36, 3], [3, 4, -3, -1], [-36, -3, 36, -3], [3, -1, -3, 4]])
    m_el = line_mass * h / 420 * np.array(
        [[156, 22, 54, -13], [22, 4, 13, -3],
         [54, 13, 156, -22], [-13, -3, -22, 4]])
    size = 2 * (elements + 1)
    K, M = np.zeros((size, size)), np.zeros((size, size))
    for e in range(elements):
        part = slice(2 * e, 2 * e + 4)
        K[part, part] += k_bend + k_axial
        M[part, part] += m_el
    keep = slice(2, size - 2 if both_clamped else size)
    # largest eigenvalues of (M, K) are 1/omega^2: accurate for low modes
    inverse = eigh(M[keep, keep], K[keep, keep], eigvals_only=True)[::-1]
    return 1 / (2 * np.pi * np.sqrt(inverse[mode]))


EVERYTHING = ("length", "width", "thickness", "density", "modulus")


def heated_frequency(dT, heated=EVERYTHING, curvature=0.0, slope=0.0,
                     frame=0.0, oxide=0.0, both_clamped=False, mode=0):
    """Frequency after heating; only the listed properties respond."""
    grow = 1 + alpha * dT + slope * dT**2 / 2
    L = L0 * (grow if "length" in heated else 1)
    b = b0 * (grow if "width" in heated else 1)
    t = t0 * (grow if "thickness" in heated else 1)
    mass = rho0 * L0 * b0 * t0
    hot_volume = (L0 * grow) * (b0 * grow) * (t0 * grow)
    rho = mass / hot_volume if "density" in heated else rho0
    E = E0
    if "modulus" in heated:
        E = E0 * (1 + a_E * dT + curvature * dT**2)
    d = oxide * t / t0
    film = oxide_E * (1 + oxide_a * dT) * b * ((t + 2 * d)**3 - t**3) / 12
    return beam_frequency(L, E * b * t**3 / 12 + film, rho * b * t,
                          both_clamped, E * b * t * frame * dT, mode)


def drift(step=10.0, **options):
    up = heated_frequency(step, **options)
    down = heated_frequency(-step, **options)
    return np.log(up / down) / (2 * step)


# --- frequency formula against the eigenproblem ---
beta = brentq(lambda x: np.cos(x) * np.cosh(x) + 1, 1, 3)
f_formula = beta**2 / (2 * np.pi) * t0 / L0**2 * np.sqrt(E0 / (12 * rho0))
f_start = heated_frequency(0.0)
assert abs(f_start / f_formula - 1) < 1e-5

# --- one property heated at a time, then all together ---
tolerance = 1e-3 * PPM
parts = {name: drift(heated=(name,)) for name in EVERYTHING}
expected = {"length": -2 * alpha, "width": 0.0, "thickness": alpha,
            "density": 1.5 * alpha, "modulus": a_E / 2}
for name in EVERYTHING:
    assert abs(parts[name] - expected[name]) < tolerance, name
drift_formula = (a_E + alpha) / 2
drift_beam = drift()
drift_mode2 = drift(mode=1)
drift_clamped = drift(both_clamped=True)
for value in (drift_beam, drift_mode2, drift_clamped):
    assert abs(value - drift_formula) < tolerance
assert abs(drift_beam / PPM + 30) < 0.5
drift_fixed_density = drift(
    heated=("length", "width", "thickness", "modulus"))
assert abs(drift_fixed_density - (a_E / 2 - alpha)) < tolerance

# --- finite heating ---
f_end = heated_frequency(heating)
shift = f_end / f_start - 1
shift_formula = np.sqrt((1 + a_E * heating) * (1 + alpha * heating)) - 1
assert abs(shift - shift_formula) < 0.01 * PPM
shift_linear = drift_formula * heating

# --- neglected: curvature of E(T), growth of alpha ---
extra_E = heated_frequency(heating, curvature=E_curvature) / f_start - 1 - shift
extra_alpha = heated_frequency(heating, slope=alpha_slope) / f_start - 1 - shift
assert abs(extra_E / (E_curvature * heating**2 / 2) - 1) < 0.01
assert abs(extra_alpha / (alpha_slope * heating**2 / 4) - 1) < 0.01

# --- neglected: oxide film on both faces ---
extra_oxide = drift(oxide=oxide_d) - drift_beam
oxide_formula = 3 * oxide_d / t0 * oxide_E / E0 * (oxide_a - a_E)
assert abs(extra_oxide / oxide_formula - 1) < 0.02

# --- mode-shape integrals, position in units of the length ---
nodes, weights = legendre.leggauss(40)
xi, weights = (nodes + 1) / 2, weights / 2


def mode_integrals(root, sigma):
    """Integrals of w^2, w'^2, w''^2, w'''^2 for a beam clamped at 0."""
    z = root * xi
    ch, sh, co, si = np.cosh(z), np.sinh(z), np.cos(z), np.sin(z)
    shapes = (ch - co - sigma * (sh - si),
              root * (sh + si - sigma * (ch - co)),
              root**2 * (ch + co - sigma * (sh + si)),
              root**3 * (sh - si - sigma * (ch + co)))
    return [weights @ s**2 for s in shapes]


# --- neglected: frame mismatch for a beam clamped at both ends ---
root_cc = brentq(lambda x: np.cos(x) * np.cosh(x) - 1, 4, 5)
sigma_cc = ((np.cosh(root_cc) - np.cos(root_cc))
            / (np.sinh(root_cc) - np.sin(root_cc)))
_, slope_cc, bend_cc, _ = mode_integrals(root_cc, sigma_cc)
gain_formula = 6 * (L0 / t0)**2 * slope_cc / bend_cc
extra_frame = (drift(step=1.0, both_clamped=True, frame=mismatch)
               - drift_clamped)
assert abs(extra_frame / (gain_formula * mismatch) - 1) < 1e-3
assert extra_frame > abs(drift_beam)

# --- neglected: shear and rotary inertia (Timoshenko cantilever) ---
rotary = (t0 / L0)**2 / 12


def timoshenko_eigenvalue(shear_modulus, terms=9):
    """Lowest rho*A*L^4*omega^2/(E*I), polynomial trial functions."""
    S = 12 * shear_factor * shear_modulus / E0 * (L0 / t0)**2
    value, deriv = [], []
    for k in range(terms + 1):
        c = np.eye(terms + 1)[k]
        p = legendre.legval(nodes, c)
        dp = legendre.legval(nodes, legendre.legder(c))
        value.append(xi * p)
        deriv.append(p + 2 * xi * dp)
    value, deriv = np.array(value), np.array(deriv)
    n_w = terms + 1
    shear = np.vstack([deriv, -value[:terms]])
    K = S * (shear * weights) @ shear.T
    K[n_w:, n_w:] += (deriv[:terms] * weights) @ deriv[:terms].T
    M = np.zeros_like(K)
    M[:n_w, :n_w] = (value * weights) @ value.T
    M[n_w:, n_w:] = rotary * (value[:terms] * weights) @ value[:terms].T
    return 1 / eigh(M, K, eigvals_only=True)[-1]


sigma = (np.cosh(beta) + np.cos(beta)) / (np.sinh(beta) + np.sin(beta))
int_w, int_slope, int_bend, int_shear = mode_integrals(beta, sigma)
S0 = 12 * shear_factor * G0 / E0 * (L0 / t0)**2
drop_formula = int_shear / int_bend / S0 + rotary * int_slope / int_w
drop = 1 - timoshenko_eigenvalue(G0) / beta**4
assert abs(drop / drop_formula - 1) < 0.01
sensitivity = np.log(timoshenko_eigenvalue(1.1 * G0)
                     / timoshenko_eigenvalue(0.9 * G0)) / np.log(1.1 / 0.9)
extra_shear = -a_E * sensitivity / 2        # shear modulus does not soften
assert abs(extra_shear / (-a_E * int_shear / int_bend / S0 / 2) - 1) < 0.03

# --- output ---
print(f"modulus coefficient a_E: {a_E/PPM:.1f} ppm/K")
print(f"linear expansion alpha: {alpha/PPM:.1f} ppm/K")
print(f"length, width, thickness: {L0*1e6:.0f}, {b0*1e6:.0f}, {t0*1e6:.0f} um")
print(f"Young modulus (rough): {E0/1e9:.0f} GPa")
print(f"density (rough): {rho0:.0f} kg/m^3")
print(f"shear modulus (rough): {G0/1e9:.0f} GPa")
print(f"cantilever root beta: {beta:.4f}")
print(f"frequency at {T_start:.0f} C, formula: {f_formula/1e3:.3f} kHz")
print(f"frequency at {T_start:.0f} C, elements: {f_start/1e3:.3f} kHz")
for name in EVERYTHING:
    print(f"drift from {name} alone: {parts[name]/PPM + 0.0:.2f} ppm/K")
print(f"total drift, formula: {drift_formula/PPM:.2f} ppm/K")
print(f"total drift, elements: {drift_beam/PPM:.2f} ppm/K")
print(f"total drift, second mode: {drift_mode2/PPM:.2f} ppm/K")
print(f"total drift, both ends clamped: {drift_clamped/PPM:.2f} ppm/K")
print(f"drift if density is held fixed: {drift_fixed_density/PPM:.2f} ppm/K")
print(f"heating, {T_start:.0f} to {T_end:.0f} C: {heating:.0f} K")
print(f"shift, linear estimate: {shift_linear/PPM:.1f} ppm")
print(f"shift, elements: {shift/PPM:.1f} ppm")
print(f"shift, square-root formula: {shift_formula/PPM:.1f} ppm")
print(f"shift in frequency: {f_end - f_start:.1f} Hz")
print(f"E curvature (rough): {E_curvature/PPM:.2f} ppm/K^2")
print(f"extra shift from E curvature: {extra_E/PPM:.1f} ppm")
print(f"slope of alpha (rough): {alpha_slope/PPM:.2f} ppm/K^2")
print(f"extra shift from slope of alpha: {extra_alpha/PPM:.1f} ppm")
print(f"oxide thickness per face: {oxide_d*1e9:.0f} nm")
print(f"oxide modulus (rough): {oxide_E/1e9:.0f} GPa")
print(f"oxide modulus coefficient (rough): {oxide_a/PPM:.0f} ppm/K")
print(f"extra drift from oxide: {extra_oxide/PPM:.2f} ppm/K")
print(f"shear+rotary drop of f^2, Timoshenko: {drop/PPM:.0f} ppm")
print(f"shear+rotary drop of f^2, estimate: {drop_formula/PPM:.0f} ppm")
print(f"extra drift, unsoftened shear: {extra_shear/PPM:.4f} ppm/K")
print(f"frame mismatch (chosen): {mismatch/PPM:.1f} ppm/K")
print(f"clamped-beam ratio int w'^2/int w''^2: {slope_cc/bend_cc:.5f}")
print(f"drift gain per unit mismatch: {gain_formula:.0f}")
print(f"extra drift from frame mismatch: {extra_frame/PPM:.1f} ppm/K")
print("every check passed")
```

Output:

```
modulus coefficient a_E: -63.0 ppm/K
linear expansion alpha: 2.6 ppm/K
length, width, thickness: 200, 10, 2 um
Young modulus (rough): 170 GPa
density (rough): 2300 kg/m^3
shear modulus (rough): 80 GPa
cantilever root beta: 1.8751
frequency at 25 C, formula: 69.440 kHz
frequency at 25 C, elements: 69.440 kHz
drift from length alone: -5.20 ppm/K
drift from width alone: -0.00 ppm/K
drift from thickness alone: 2.60 ppm/K
drift from density alone: 3.90 ppm/K
drift from modulus alone: -31.50 ppm/K
total drift, formula: -30.20 ppm/K
total drift, elements: -30.20 ppm/K
total drift, second mode: -30.20 ppm/K
total drift, both ends clamped: -30.20 ppm/K
drift if density is held fixed: -34.10 ppm/K
heating, 25 to 85 C: 60 K
shift, linear estimate: -1812.0 ppm
shift, elements: -1813.9 ppm
shift, square-root formula: -1813.9 ppm
shift in frequency: -126.0 Hz
E curvature (rough): -0.05 ppm/K^2
extra shift from E curvature: -90.2 ppm
slope of alpha (rough): 0.01 ppm/K^2
extra shift from slope of alpha: 9.0 ppm
oxide thickness per face: 2 nm
oxide modulus (rough): 70 GPa
oxide modulus coefficient (rough): 200 ppm/K
extra drift from oxide: 0.32 ppm/K
shear+rotary drop of f^2, Timoshenko: 137 ppm
shear+rotary drop of f^2, estimate: 137 ppm
extra drift, unsoftened shear: 0.0031 ppm/K
frame mismatch (chosen): 0.1 ppm/K
clamped-beam ratio int w'^2/int w''^2: 0.02458
drift gain per unit mismatch: 1475
extra drift from frame mismatch: 147.5 ppm/K
every check passed
```
